First- and second-order energies when both H and S are perturbed

**1. What symmetry requires**

In a nonorthogonal basis the energies follow from

Hc = ESc,

where H is the Hamiltonian matrix, S the overlap matrix and c the coefficient vector. Suppose both matrices depend on a real parameter λ:

H(λ) = H₀ + λH₁ + λ²H₂,
S(λ) = S₀ + λS₁ + λ²S₂.

Multiplying H and S by the same nonzero number leaves every E unchanged, and this restricts how H₁ and S₁ can enter. Suppose the first-order energy is linear in both, with the form

E₁ = c₀†H₁c₀ + κ c₀†S₁c₀, with c₀†S₀c₀ = 1.

Here c₀ is the unperturbed vector, E₀ its energy, and κ a number to be found. Dimensionally, κ is an energy. Now scale both matrices by 1 + λ, so that H₁ = H₀ and S₁ = S₀. The energy cannot change, hence

0 = c₀†H₀c₀ + κ c₀†S₀c₀ = E₀ + κ.

Thus κ = −E₀, and the perturbation enters as

W = H₁ − E₀S₁.

A change of energy origin agrees with this. Under H → H + aS, H₁ becomes H₁ + aS₁ and E₀ becomes E₀ + a. The two changes cancel in W, whereas c₀†H₁c₀ alone changes by a c₀†S₁c₀.

At second order the replacement of H₁ by W is not sufficient. Keep H = H₀ and let S = (1 + λ)S₀. Then

E(λ) = E₀/(1 + λ) = E₀ − λE₀ + λ²E₀ − …

The second-order coefficient is E₀. But W = −E₀S₀ has no elements between different S₀-orthonormal eigenvectors, so the usual second-order sum is zero. Another term is needed, and the derivation supplies it.

**2. Assumptions and result**

All the matrices are Hermitian, and S₀ is positive definite. Terms of order λ³ in H or S cannot affect the energies sought. The unperturbed problem is

H₀c_k = ε_kS₀c_k, c_j†S₀c_k = δ_jk.

The label 0 marks the chosen state, which need not be the lowest. Its energy ε₀ = E₀ is at first taken to be nondegenerate. Write W_k0 = c_k†Wc₀. The result is

E₁ = c₀†(H₁ − E₀S₁)c₀,

E₂ = c₀†(H₂ − E₀S₂)c₀ − E₁ c₀†S₁c₀ + Σ_{k≠0} |W_k0|²/(E₀ − ε_k).

I shall call the three parts of E₂ the direct, drift and mixing terms.

A power series exists for small λ. In the basis of the c_k, the determinant of H₀ − ES₀ is the product of the factors ε_k − E. It has a simple zero at E₀, so the implicit function theorem gives a smooth root E(λ), with a convergent series because the matrices are polynomials in λ. For the vector, write c = c₀ + Σ_{k≠0} a_kc_k. The equations projected on the states k≠0 are linear in the a_k. At λ = 0 their matrix is diagonal with nonzero entries ε_k − E₀, so it remains invertible nearby and the a_k also have series. The remaining equation then holds because the full determinant vanishes.

**3. Separating the orders**

Insert

E = E₀ + λE₁ + λ²E₂ + …,
c = c₀ + λc⁽¹⁾ + λ²c⁽²⁾ + …

The product ES contains

ES = E₀S₀ + λ(E₀S₁ + E₁S₀) + λ²(E₀S₂ + E₁S₁ + E₂S₀) + …

Subtracting it from H gives

H − ES = (H₀ − E₀S₀) + λ(W − E₁S₀) + λ²(H₂ − E₀S₂ − E₁S₁ − E₂S₀) + …

Each power of λ in (H − ES)c = 0 must vanish separately. The first two orders are

(H₀ − E₀S₀)c⁽¹⁾ + (W − E₁S₀)c₀ = 0, (A)

(H₀ − E₀S₀)c⁽²⁾ + (W − E₁S₀)c⁽¹⁾ + (H₂ − E₀S₂ − E₁S₁ − E₂S₀)c₀ = 0. (B)

The origin of the drift term is visible in (B). The overlap perturbation λS₁ is multiplied by the current energy E₀ + λE₁, not by E₀ alone. The extra product −λ²E₁S₁ is of second order.

**4. The first-order energy**

Multiply (A) from the left by c₀†. Since H₀ and S₀ are Hermitian and E₀ is real,

c₀†(H₀ − E₀S₀) = [(H₀ − E₀S₀)c₀]† = 0.

The term containing c⁽¹⁾ therefore disappears. With c₀†S₀c₀ = 1, what remains is

c₀†Wc₀ − E₁ = 0,

which is the stated E₁.

**5. The first-order vector**

Multiply (A) by c_k† for k≠0. The eigenvalue equation gives c_k†H₀ = ε_kc_k†S₀, and orthogonality gives c_k†S₀c₀ = 0. Hence

(ε_k − E₀)c_k†S₀c⁽¹⁾ + W_k0 = 0,

c_k†S₀c⁽¹⁾ = W_k0/(E₀ − ε_k).

The c_k form a complete basis of the finite vector space. A vector v can be written v = Σ_kc_kb_k, and multiplying by c_j†S₀ shows that b_j = c_j†S₀v. Therefore

c⁽¹⁾ = g c₀ + Σ_{k≠0} c_k W_k0/(E₀ − ε_k).

Equation (A) does not fix g, because multiplying c by a λ-dependent number leaves the eigenproblem unchanged. Intermediate normalization, c₀†S₀c = 1, sets g = 0. If instead c†Sc = 1, the first-order part of that condition is

g* + g + c₀†S₁c₀ = 0.

Choosing the phase so that c₀†S₀c is real makes g real, and g = −½c₀†S₁c₀. With this g, the vector c₀ + λc⁽¹⁾ keeps unit norm in the changing metric through first order in λ.

**6. The second-order energy**

Multiply (B) by c₀†. The c⁽²⁾ term vanishes for the same reason as before, leaving

E₂ = c₀†(H₂ − E₀S₂)c₀ − E₁c₀†S₁c₀ + c₀†(W − E₁S₀)c⁽¹⁾.

The part g c₀ of c⁽¹⁾ contributes

g[c₀†Wc₀ − E₁c₀†S₀c₀] = g(E₁ − E₁) = 0.

So E₂ does not depend on the normalization. For k≠0, the S₀ part vanishes by orthogonality, and Hermiticity gives c₀†Wc_k = W_k0*. Thus

c₀†(W − E₁S₀)c⁽¹⁾ = Σ_{k≠0} W_k0* W_k0/(E₀ − ε_k) = Σ_{k≠0} |W_k0|²/(E₀ − ε_k).

This completes the formula for E₂.

If S is fixed, S₁ = S₂ = 0 and W = H₁. The drift term vanishes and ordinary perturbation theory is recovered. In the scaling case H = H₀, S = (1 + λ)S₀, one has E₁ = −E₀ and c₀†S₁c₀ = 1. The drift term is −(−E₀)(1) = E₀, as the closed form in part 1 requires.

For the lowest state every denominator is negative, so the mixing term cannot be positive. The total E₂ can still be positive, because the other two terms have no fixed sign.

**7. A change of basis without a change of physics**

Matrices can vary merely because the basis vectors are recombined. Let X = 1 + λY, with Y any fixed square matrix, and put H = X†H₀X and S = X†S₀X. For small λ, X is invertible and the energies remain those of H₀ and S₀. Multiplying out gives

H₁ = H₀Y + Y†H₀, H₂ = Y†H₀Y,
S₁ = S₀Y + Y†S₀, S₂ = Y†S₀Y.

Let D = H₀ − E₀S₀. Then W = DY + Y†D, and Dc₀ = 0, so Wc₀ = DYc₀. With y_k = c_k†S₀Yc₀,

W_k0 = (ε_k − E₀)y_k.

For k = 0 this gives E₁ = 0, so the drift term is zero. The mixing term is

Σ_{k≠0} (ε_k − E₀)²|y_k|²/(E₀ − ε_k) = −Σ_{k≠0} (ε_k − E₀)|y_k|².

The direct term is c₀†Y†DYc₀. Expanding Yc₀ = Σ_kc_ky_k turns it into +Σ_{k≠0}(ε_k − E₀)|y_k|², and the sum is zero. The separate terms therefore depend on how the basis is described. Dropping H₂ and S₂ would turn a harmless change of basis into a false energy change.

**8. Degenerate levels and the range of validity**

If E₀ is degenerate, choose S₀-orthonormal vectors d_a spanning its eigenspace. Let the zeroth-order vector be Σ_bu_bd_b. Projecting (A) on d_a† removes c⁽¹⁾ and gives

Σ_b(d_a†Wd_b)u_b = E₁u_a.

The first-order energies are the eigenvalues of W within the degenerate set. Suppose they are distinct, and rename as d_a the vectors that diagonalize W. To see that each has its own series, write E = E₀ + λη. Couplings to states outside the set are of order λ. Eliminating those states changes the equations inside the set at order λ², and dividing by λ leaves

(W inside the set − η + terms of order λ)u = 0.

Its roots η are simple at λ = 0, so the earlier argument applies. When (B) is projected on d_a†, another member b of the set contributes nothing, because d_a†Wd_b = 0 and d_a†S₀d_b = 0. The formula for E₂ then holds for each d_a, with its own E₁ and with k restricted to states outside the set. If some first-order energies coincide, the states that share one generally need a further diagonalization among themselves at second order.

Close but unequal levels also limit the expansion. The ratio λ|W_k0|/|E₀ − ε_k| is the first-order admixture of state k, and a large value is a warning, but it is only a guide. For the pure change of basis in part 7 the ratio equals λ|y_k| and can be large while the energy series stays exact. Conversely, a small ratio is not enough if the first-order shifts of the two levels close the gap between them. A nearly linearly dependent basis causes a different difficulty. S₀ then has a very small eigenvalue, and a modest λS₁ may make the truncated matrix S₀ + λS₁ indefinite. The exact overlap matrix of the basis functions cannot acquire a negative eigenvalue, though it can become singular.

**9. A hydrogen atom with a changing Gaussian**

Take nonrelativistic hydrogen with a fixed point nucleus, in atomic units, and the two functions

φ_i(r) = π^(−3/4) exp(−α_ir²), α₁ = 1, α₂ = 0.25(1 + λ).

The exponents are round choices, not optimized ones. The operator is fixed; H and S vary because φ₂ changes shape.

Let p = α_i + α_j. The integral of exp(−pr²) over space is (π/p)^(3/2), and the mean of r² with this weight is 3/(2p). The kinetic integral is half the integral of ∇φ_i·∇φ_j, and this product of gradients equals 4α_iα_jr²φ_iφ_j. For the attraction −1/r, the radial integral is −4π∫r exp(−pr²)dr = −2π/p. After the factor π^(−3/2),

S_ij = p^(−3/2),
T_ij = 2α_iα_j · [3/(2p)] · p^(−3/2) = 3α_iα_jp^(−5/2),
V_ij = −2/(√π p),

and H = T + V. For the 12 element, p = 1.25(1 + 0.2λ); for the 22 element, p = 0.5(1 + λ). The binomial series then gives, through λ²,

S₁₂: factor 1 − 0.3λ + 0.075λ²,
T₁₂: factor (1 + λ)(1 − 0.5λ + 0.175λ²) = 1 + 0.5λ − 0.325λ²,
V₁₂: factor 1 − 0.2λ + 0.04λ²,
S₂₂: factor 1 − 1.5λ + 1.875λ²,
T₂₂: factor 1 − 0.5λ + 0.375λ²,
V₂₂: factor 1 − λ + λ².

Each factor multiplies its element at λ = 0. The 11 elements do not change. In the order 11, 12, 22, the matrices are

H₀: −0.033860, −0.473378, −1.196098
S₀: 0.353553, 0.715542, 2.828427
H₁: 0, 0.395203, 1.726428
S₁: 0, −0.214663, −4.242641
H₂: 0, −0.175639, −1.859011
S₂: 0, 0.053666, 5.303301

Diagonalizing the unperturbed 2×2 problem numerically gives

E₀ = −0.471871 hartree, c₀ = (0.472985, 0.463358),
ε₁ = 0.797261 hartree, c₁ = (2.360560, −0.713998).

The first-order expectation values are

c₀†H₁c₀ = 2(0.472985)(0.463358)(0.395203) + (0.463358)²(1.726428) = 0.543893 hartree,

c₀†S₁c₀ = 2(0.472985)(0.463358)(−0.214663) + (0.463358)²(−4.242641) = −1.004991.

Therefore

E₁ = 0.543893 − (−0.471871)(−1.004991) = 0.069667 hartree.

For these unnormalized functions, most of c₀†H₁c₀ is cancelled by the overlap term. The positive E₁ means that a small decrease of α₂ would lower the energy; at an optimum exponent E₁ would vanish.

Using the same vectors in the other matrix products gives W₁₀ = 0.313381 hartree and a direct term of 0.072265 hartree. The other terms are

drift = −(0.069667)(−1.004991) = 0.070014 hartree,
mixing = (0.313381)²/(−0.471871 − 0.797261) = −0.077382 hartree.

Their sum, from unrounded values, is E₂ = 0.064898 hartree. Without the drift term it would be about −0.0051 hartree, with the wrong sign; the size of this fault depends on how the functions are normalized, as part 10 shows.

**10. Reading the energies**

At λ = 0.1 the second-order estimate is

E ≈ −0.471871 + 0.1(0.069667) + 0.01(0.064898) = −0.464255 hartree.

Direct diagonalization of the matrices at α₂ = 0.275 gives −0.464325 hartree. Relative to that value, the errors are:

- through second order: +0.000069 hartree;
- through first order: −0.000580 hartree;
- through second order without the drift term: −0.000631 hartree.

For these unnormalized functions, omitting the drift term makes the second-order estimate slightly worse than stopping at first order. Using H₀, H₁ and H₂ in ordinary perturbation theory, with all changes of S ignored, gives −0.422828 hartree, an error of about +0.0415 hartree.

The remaining error should scale as λ³ for small λ. When λ is halved from 0.02 to 0.01, the difference between direct diagonalization and the quadratic estimate falls by a factor of 7.94, close to 2³ = 8.

Now multiply each Gaussian by (2α_i)^(3/4), so that it has unit norm at every λ. This rescaling changes the matrices but not the space they describe. The new values are c₀†H₁c₀ = 0.003068 hartree and c₀†S₁c₀ = 0.141137, so

E₁ = 0.003068 − (−0.471871)(0.141137) = 0.069667 hartree.

The direct, drift and mixing terms become 0.09688, −0.00983 and −0.02215 hartree. They again add to E₂ = 0.06490 hartree. The drift term has even changed sign, so it has no meaning separate from the other two. The errors caused by leaving terms out change as well: with unit-norm functions, omitting the drift term gives an error of +0.000168 hartree at λ = 0.1, and ignoring all changes of S gives −0.470257 hartree, an error of about −0.0059 hartree. E₁ and E₂ are unaffected by the rescaling, but they describe how the energy in this basis responds to λ. They are not properties of the atom, whose exact energy does not depend on α₂.

These energies belong to the two-function basis. The complete-basis ground energy of this model atom is −0.5 hartree, and perturbing the exponent does not remove the basis error. Adding three fixed s Gaussians with exponents 0.0625, 4 and 16 moves E₀ to −0.4993, E₁ to 0.0019 and E₂ to 0.030 hartree.

All numerical values are calculated from the stated model.
